Magnetic translations and gauge-including PAW operators in a uniform field, part 1

(Sections cited here and not found follow in the second part.)

## First half: translations and the transformation

An electron moves in a potential V(r) and a uniform magnetic field B. Hartree atomic units are used and the electron has charge −1, so its kinetic momentum is

π = p + A(r), with p = −i∇.   (1)

The vector potential is taken in the symmetric gauge,

A(r) = ½ B×r.   (2)

It gives the right field, because ∇×(B×r) = B(∇·r) − (B·∇)r = 3B − B = 2B. It also has zero divergence, because ∇·(B×r) = −B·(∇×r) = 0. With spin left out, the Hamiltonian is

H[V] = ½π² + V(r).   (3)

In a uniform field no point of space is special, yet A vanishes at the coordinate origin and grows away from it. An atom far from the origin is therefore described by a different-looking Hamiltonian from an atom at the origin. The problem is to find how its states differ, and then to build that difference into the projector augmented-wave (PAW) method.

### (a) The phase of a moved state

*A function f(r) is moved rigidly by a vector t and given a phase, so that it becomes e^{iχ(r)} f(r−t). Find every real χ for which, whatever f is, the kinetic momentum acting on the moved function gives the moved version of πf, with the same phase.*

**Solution.** Let p act on the product. The derivative of the phase factor gives ∇χ, and the derivative of f(r−t) is the derivative of f taken at r−t:

π e^{iχ} f(r−t) = e^{iχ} [ ∇χ f(r−t) + (pf)(r−t) + A(r) f(r−t) ].   (4)

The requirement is that this equals e^{iχ}(πf)(r−t), which contains A(r−t) and not A(r). Since A is linear in r, the two differ by a constant vector:

A(r) = ½B×(r−t) + ½B×t = A(r−t) + ½B×t.   (5)

Inserting (5) in (4) gives

π e^{iχ} f(r−t) = e^{iχ} { (πf)(r−t) + [ ∇χ + ½B×t ] f(r−t) }.   (6)

The square bracket must vanish at each point, because f is arbitrary. Hence

∇χ = −½B×t = ½t×B.   (7)

The right side is a constant vector, so integration gives a linear function plus a constant c:

χ(r) = ½ r·(t×B) + c.   (8)

From here on c = 0, and the function is named after its displacement:

χ_t(r) = ½ r·(t×B).   (9)

For an atom carried from the origin to R, the phase is χ_R = ½ r·(R×B).

The physical content is in (5). The moved atom sees the same field as before, plus a constant vector potential ½B×t. A constant vector potential produces no field. It is the gradient of a function, and the phase removes it.

Two limits follow from (9). The phase vanishes for B = 0, and also for t parallel to B. For t perpendicular to B, the phase changes across an atom of size a by about ½B|t|a. With the magnetic length ℓ = B^{−1/2}, this is a|t|/(2ℓ²). When this ratio is small the phase changes the wavefunction little, a condition that fails for a distant atom however weak the field is. A small ratio does not make the phase negligible for magnetic response. Part (b) shows that omitting it costs an energy of order B²|t|², while the physical field shift of an atom without orbital moment is of order B²a², so the ratio of the two does not depend on B.

The slope ½t×B belongs to the symmetric gauge. In another gauge, A' = A + ∇Λ, the states are f' = e^{−iΛ}f, because the gradient of −Λ produced by p cancels the added ∇Λ. To move f', one returns to the symmetric gauge, moves the state there, and goes back. The phase becomes

χ'_t(r) = χ_t(r) − Λ(r) + Λ(r−t).   (10)

As an example, let B point along z and take Λ = −½Bxy. Then A' = (−By, 0, 0), which is a Landau gauge. Equation (9) reads χ_t = ½B(x t_y − y t_x), and

−Λ(r) + Λ(r−t) = ½B[ xy − (x−t_x)(y−t_y) ] = ½B( x t_y + y t_x − t_x t_y ).   (11)

The sum is χ'_t = B x t_y − ½B t_x t_y. It is still linear, but with another slope. If Λ is cubic in the coordinates, Λ(r−t) − Λ(r) is in general quadratic, and the phase is no longer linear. The statement that the phase is linear in r·(t×B) is therefore a statement about the symmetric gauge.

### (b) What happens to the Hamiltonian and its states

*Let M_t be the operator that moves a function by t and attaches the phase (9). Find M_t H[V] M_t†. Then find the energy expectation value of a moved bound state from which the phase has been left out.*

**Solution.** The definition is

(M_t f)(r) = e^{iχ_t(r)} f(r−t).   (12)

Both a rigid displacement and multiplication by a phase preserve scalar products and can be undone, so M_t is unitary. Part (a) showed that πM_t f = M_t πf for each f. Therefore

M_t π M_t† = π, and M_t ½π² M_t† = ½π².   (13)

For the potential,

M_t (Vf)(r) = e^{iχ_t(r)} V(r−t) f(r−t) = V(r−t) (M_t f)(r).   (14)

Adding the two parts gives

M_t H[V] M_t† = H[V_t], with V_t(r) = V(r−t).   (15)

If H[V]ψ = Eψ, then H[V_t]M_tψ = M_t H[V]ψ = E M_tψ. The moved atom has the same energy, and M_tψ is its eigenstate. An operator that follows the atoms in the way of (15) will be called covariant.

Now let the displaced function be ψ(r−t) without its phase. It equals e^{−iχ_t}M_tψ. Moving the phase through the kinetic momentum gives

e^{iχ_t} π e^{−iχ_t} = π − ∇χ_t = π + ½B×t.   (16)

The energy expectation value in the undressed function is therefore that of ½(π + ½B×t)² + V_t in the true state M_tψ:

E' = E + ½(B×t)·⟨π⟩ + ⅛|B×t|².   (17)

The middle term vanishes for a bound eigenstate. To see this, use [r_j, π_k] = iδ_jk, which gives [r, H] = iπ. The expectation value of a commutator with H vanishes in a bound eigenstate, because H gives the same E on either side. So ⟨π⟩ = 0, and

E' − E = ⅛|B×t|².   (18)

The undressed function carries a spurious mean kinetic momentum ½B×t, and (18) is the corresponding kinetic energy. It grows with the square of the displacement perpendicular to B, wherever the atom started.

### (c) Two translations in succession

*Compare M_s M_t with the single translation M_{s+t}, and find when two translations commute.*

**Solution.** First M_t acts, then M_s. The second operation shifts the argument of everything that the first produced, including its phase:

(M_s M_t f)(r) = e^{iχ_s(r)} e^{iχ_t(r−s)} f(r−s−t).   (19)

Because χ_t is linear in r,

χ_t(r−s) = χ_t(r) − ½ s·(t×B).   (20)

Because χ_t is also linear in t, χ_s(r) + χ_t(r) = χ_{s+t}(r). The triple product can be permuted cyclically, s·(t×B) = B·(s×t). The result is

M_s M_t = e^{−(i/2) B·(s×t)} M_{s+t}.   (21)

Exchanging s and t reverses the sign of s×t, so M_t M_s = e^{+(i/2) B·(s×t)} M_{s+t}. Division gives

M_s M_t = e^{−i B·(s×t)} M_t M_s.   (22)

The exponent in (22) is −i times the magnetic flux through the parallelogram spanned by s and t. The two translations commute when this flux is an integer multiple of 2π, which includes the case of parallel displacements. Setting s = −t in (21) gives M_{−t}M_t = 1, so M_t† = M_{−t}.

The phase in (21) does not depend on r. It changes no density and no expectation value in a single state. It does matter when functions on different atoms are combined, so it must be followed in part (d).

For the pair of displacements used in the numerical check, the angle found by moving a function twice is 0.15625 rad, the same as −½B·(s×t). With ℓ = 2 Å the field is B = 1/ℓ² = 0.25 Å⁻², so the parallelogram has an area of 2 × 0.15625/0.25 = 1.25 Å².

### (d) A PAW transformation that follows the atoms

In the PAW method a smooth pseudo function ψ̃ represents the true, all-electron function ψ. Each atom R has all-electron partial waves φ_Rn, smooth partners φ̃_Rn that agree with them outside an augmentation sphere, and projectors p̃_Rn localized in the sphere. All are computed without a field and move rigidly with the atom, φ_Rn(r) = φ_n(r−R), where n also labels the kind of atom. The field-free transformation is

ψ = T_0 ψ̃, T_0 = 1 + Σ_{R,n} ( |φ_Rn⟩ − |φ̃_Rn⟩ ) ⟨p̃_Rn|.   (23)

It measures with p̃ how much of each smooth wave is present, and exchanges that amount for the true wave.

*Find M_t T_0 M_t†, and decide whether T_0 is covariant. Use the result to construct a transformation that is.*

**Solution.** Write |d_Rn⟩ = |φ_Rn⟩ − |φ̃_Rn⟩. By (12), M_t|d_Rn⟩ = e^{iχ_t}|d_{R+t,n}⟩, and the projectors behave in the same way. Hence

M_t T_0[{R}] M_t† = 1 + Σ_{R,n} e^{iχ_t} |d_{R+t,n}⟩ ⟨p̃_{R+t,n}| e^{−iχ_t}.   (24)

The atoms have arrived at R+t, but the operator is not T_0[{R+t}]. The factors e^{iχ_t} and e^{−iχ_t} act at different points, r in the ket and r' in the bra, and their product e^{i[χ_t(r)−χ_t(r')]} is not 1. The field-free transformation is not covariant.

Equation (24) shows the remedy. For an atom at the origin, field-free waves are a sensible choice. There the term linear in the field is ½B·L, as part (f) will show, and it commutes with a spherical atomic Hamiltonian. To first order it changes the energies of waves with definite angular momentum along B, and not the waves. Carrying such an atom from the origin to R by M_R attaches e^{iχ_R} to its waves and projectors. This suggests

T_B = 1 + Σ_{R,n} e^{iχ_R} ( |φ_Rn⟩ − |φ̃_Rn⟩ ) ⟨p̃_Rn| e^{−iχ_R}, χ_R = ½ r·(R×B).   (25)

It remains to show that (25) is covariant when the atoms start anywhere. Moving one dressed function gives, by the same steps as in (19) and (20),

M_t e^{iχ_R}|d_Rn⟩ = e^{−(i/2) t·(R×B)} e^{iχ_{R+t}} |d_{R+t,n}⟩.   (26)

The first factor is a constant. It depends on the site but not on n, and the dressed projector of that site acquires the same constant. In the bra the constant appears complex conjugated, so the two cancel site by site:

M_t T_B[{R}] M_t† = T_B[{R+t}].   (27)

If T_B[{R}] takes ψ̃ to ψ, then T_B[{R+t}] takes M_tψ̃ to M_tψ. The proof used neither completeness of the projectors nor any relation between projectors and smooth waves. It needs a uniform field and rigidly moving functions. The phases in (25) belong to the symmetric gauge. In another gauge, A' = A + ∇Λ, both operators are transformed in the same way, M_t' = e^{−iΛ}M_t e^{iΛ} and T_B' = e^{−iΛ}T_B e^{iΛ}, and (27) keeps its form.

With several atoms, the phases cannot be removed by a better choice of origin. The difference χ_R − χ_R' = ½ r·[(R−R')×B] varies in space unless the line joining the two atoms is parallel to B.

## Second half: pseudo observables and an example

The symbols carried over are these. The kinetic momentum is π = p + ½B×r and H = ½π² + V. The translation M_t moves a function by t and multiplies it by e^{iχ_t}, with χ_t = ½ r·(t×B). It commutes with π and carries V(r) into V(r−t). The partial waves φ_Rn and φ̃_Rn and the projectors p̃_Rn are field-free and move with their atom. In T_B each of them is dressed with e^{iχ_R}. Under M_t a dressed function of site R becomes the dressed function of site R+t, times a constant phase that is the same for all functions of that site.

### (e) From an observable to its pseudo observable

*Let O be a local operator, or one that contains derivatives at a point. Find the operator Õ that gives, between pseudo functions, the matrix elements of O between all-electron functions. Assume that the spheres do not overlap and that the dressed smooth waves are complete for ψ̃ inside them.*

**Solution.** Define the coefficients c_Rn = ⟨p̃_Rn|e^{−iχ_R}|ψ̃⟩ and the one-centre functions

ψ_R = Σ_n e^{iχ_R} φ_Rn c_Rn, ψ̃_R = Σ_n e^{iχ_R} φ̃_Rn c_Rn.   (28)

The transformation then reads ψ = ψ̃ + Σ_R (ψ_R − ψ̃_R). Outside all spheres φ and φ̃ agree, so ψ = ψ̃. Inside sphere R completeness means ψ̃ = ψ̃_R, so ψ = ψ_R.

Since O acts at a point, its expectation value is a sum of integrals over separate regions. Start from ψ̃ in all space, and correct each sphere:

⟨ψ|O|ψ⟩ = ⟨ψ̃|O|ψ̃⟩ + Σ_R ( ⟨ψ_R|O|ψ_R⟩ − ⟨ψ̃_R|O|ψ̃_R⟩ ).   (29)

The one-centre integrals may run over all space, because their integrands cancel outside the sphere. Inserting (28) gives

Õ = O + Σ_R Σ_nm e^{iχ_R} |p̃_Rn⟩ D_R,nm ⟨p̃_Rm| e^{−iχ_R},   (30)

D_R,nm = ⟨φ_Rn|O_R|φ_Rm⟩ − ⟨φ̃_Rn|O_R|φ̃_Rm⟩, O_R = e^{−iχ_R} O e^{iχ_R}.   (31)

The same argument with two different functions gives the off-diagonal elements. For O = 1 the result is the overlap operator S̃, and pseudo eigenstates obey H̃ψ̃ = E S̃ψ̃.

Equation (30) is called the on-site form. It is not identical to T_B†OT_B. The full product also contains cross terms between ψ̃ and the one-centre functions, which combine into (29) when completeness holds. With a finite set of projectors, the on-site form is an approximation.

A Hamiltonian is usually given a smooth potential ṽ inside the spheres. Let W_R = ṽ − V there. Under the same completeness, the operator W_R − Σ_nm e^{iχ_R}|p̃_Rn⟩⟨φ̃_Rn|W_R|φ̃_Rm⟩⟨p̃_Rm|e^{−iχ_R} has zero matrix elements, so it may be added. Its effect is to replace V by ṽ in the first term of (30) and in the smooth part of (31).

This part has found the phase that a moved state needs in a uniform field, built a PAW transformation that follows the atoms, and derived the on-site form of pseudo observables. It remains to evaluate that form for the kinetic momentum and the Hamiltonian, show how it transforms under translations, expand it to first order in the field, and test it on a Gaussian well.
